# Direct RPA plus SOSEX for a closed-shell electron pair, part 2

We compare the direct random-phase approximation (dRPA) correlation energy $E_{\rm d}$ with its second-order screened exchange correction (SOSEX), $E_{\rm x}$, in Hartree atomic units. The reference is one determinant of real spin orbitals, $i,j$ occupied and $a,b$ empty, with energies $\varepsilon$. Over pairs $(ia)$, $\Delta$ is the diagonal matrix of positive gaps $\varepsilon_a-\varepsilon_i$, $V_{ia,jb}=(ia|jb)$ are Coulomb integrals, $K_{ia,jb}=(ib|ja)$ and $A=\Delta+V$. dRPA treats excitations as independent bosons, with frequencies $\Omega$ and symmetric amplitude matrix $T$:

$$
E_{\rm d}=\tfrac12\mathrm{Tr}(\Omega-A)=\tfrac12\mathrm{Tr}(VT),\qquad E_{\rm x}=-\tfrac12\mathrm{Tr}(KT).
$$

The coupling-strength variant scales $V$ to $\lambda V$:

$$
E_{\rm d}=\tfrac12\int_0^1\mathrm{Tr}(VP_\lambda)\,d\lambda,\qquad
E_{\rm x}^{\rm AC}=-\tfrac12\int_0^1\mathrm{Tr}(KP_\lambda)\,d\lambda. \tag{8}
$$

Here $P_\lambda=(X_\lambda+Y_\lambda)(X_\lambda+Y_\lambda)^T-1$, where $X,Y$ are the RPA eigenvector matrices, $T=YX^{-1}$, and $(X+Y)(X+Y)^T=\Delta^{1/2}M_\lambda^{-1/2}\Delta^{1/2}$ at strength $\lambda$, with $M_\lambda=\Delta^2+2\lambda\Delta^{1/2}V\Delta^{1/2}$.

Let both electrons occupy the same spatial orbital 1, with empty orbitals and all orbital energies the same for both spins. The claim to be proved is

$$
E_{\rm x}=-\tfrac12E_{\rm d},\qquad E_{\rm d}+E_{\rm x}=\tfrac12E_{\rm d}. \tag{9}
$$

Now $a,b$ label empty spatial orbitals and $\sigma,\sigma'$ spins. The gaps are $\delta_a=\varepsilon_a-\varepsilon_1$, forming the diagonal matrix $\delta$, and $V_{a\sigma,b\sigma'}=v_{ab}=(1a|1b)$. Spin-flip pairs and the minus combinations $(\uparrow-\downarrow)/\sqrt2$ of the two excitations into each $a$ have no direct interaction, so their $T$ vanishes. The plus combinations have interaction $2v$ and amplitude matrix $T_s=2t$. Hence $T_{a\sigma,b\sigma'}=t_{ab}$ for all four choices of $\sigma,\sigma'$, with

$$
v+\delta t+t\delta+2(vt+tv)+4\,tvt=0, \tag{10}
$$

### Counting the spin blocks

The direct energy has four equal spin blocks:

$$
E_{\rm d}=\tfrac12\sum_{\sigma\sigma'}\sum_{ab}v_{ab}t_{ab}=2\sum_{ab}v_{ab}t_{ab}.
$$

In the exchange energy, $T_{ia,jb}$ requires $i$ and $a$ to have equal spin, and likewise $j$ and $b$. The integral $(ib|ja)$ requires $i$ and $b$ to have equal spin. All four spins must then agree, and two blocks remain:

$$
E_{\rm x}=-\tfrac12\cdot2\sum_{ab}(1b|1a)\,t_{ab}=-\sum_{ab}v_{ab}t_{ab}.
$$

The last step uses $(1b|1a)=(1a|1b)$, which follows from renaming the integration variables. Comparison of the two sums proves (9).

The physical content is in the equal-spin blocks. There $i$ and $j$ are the same spin orbital, so the amplitude describes one electron excited twice at once. The boson picture permits this and the exclusion principle forbids it. In the energy, SOSEX removes these terms, which make up half of $E_{\rm d}$, and leaves the opposite-spin part. The forbidden processes still act inside $t$: each factor 2 in (10) comes from a sum over both spins of an intermediate excitation. The identity does not make the remaining energy exact, and the forbidden amplitudes account for only a part of its error. Setting the equal-spin amplitudes to zero turns (10) into $v+\delta t+t\delta+vt+tv+tvt=0$ for the opposite-spin block. For helium in cc-pVQZ this raises the recovered share of the full-CI correlation energy only from 78 to 82 percent.

### Closed form and a calculation by hand

The minus combinations and the spin-flip pairs have $\Omega=A=\Delta$ and contribute nothing to $E_{\rm d}$. The plus combinations give

$$
E_{\rm d}+E_{\rm x}=\tfrac14\Big[\sum_n\Omega_n-\sum_a\delta_a-2\,\mathrm{Tr}\,v\Big], \tag{11}
$$

where $\Omega_n^2$ are now the eigenvalues of $\delta^2+4\delta^{1/2}v\,\delta^{1/2}$.

Helium in the 6-31G basis has two orbitals, hence one empty orbital, and all matrices are numbers. The Hartree–Fock orbital energies are $-0.914127$ and $1.399859$ hartree, so $\delta=2.313986$ hartree. The integral is $v=0.227670$ hartree. Then

$$
\Omega=\sqrt{\delta^2+4\delta v}=\sqrt{5.35453+2.10730}=2.73164\ \text{hartree},
$$

$$
E_{\rm d}=\tfrac12(\Omega-\delta-2v)=\tfrac12(2.731636-2.769327)=-0.018845\ \text{hartree}.
$$

From $E_{\rm d}=2vt$ the amplitude is $t=-0.018845/0.455340=-0.04139$. SOSEX is $-vt=+0.009423$ hartree, and the sum is $-0.009423$ hartree.

The one-orbital formula also shows how the sum is related to MP2. With $x=v/\delta$, the expansion $\sqrt{1+4x}=1+2x-2x^2+4x^3-\dots$ gives

$$
E_{\rm d}+E_{\rm x}=-\frac{v^2}{2\delta}+\frac{v^3}{\delta^2}-\dots
$$

The first term is the MP2 energy, here $-0.051834/4.627972=-0.01120$ hartree, in agreement with the separately computed MP2 value. The next term is positive. For any $x>0$ the full difference from MP2 is positive too. With $s=\sqrt{1+4x}>1$,

$$
E_{\rm d}+E_{\rm x}+\frac{v^2}{2\delta}=\frac{\delta}{4}\big(s-1-2x+2x^2\big)=\frac{\delta}{32}(s-1)^3(s+3)>0 ,
$$

as one verifies by inserting $x=(s^2-1)/4$. RPA+SOSEX thus gives less correlation than MP2 in this model. When the gap closes at fixed $v$, MP2 diverges as $-v^2/(2\delta)$, whereas RPA+SOSEX tends to $-v/2$.

### Helium in larger bases

The correlation energies in hartree, with a Hartree–Fock reference, are:

| Basis | dRPA | RPA+SOSEX | MP2 | full CI |
|---|---|---|---|---|
| 6-31G | −0.01885 | −0.00942 | −0.01120 | −0.01500 |
| cc-pVDZ | −0.04535 | −0.02267 | −0.02583 | −0.03243 |
| cc-pVTZ | −0.05897 | −0.02948 | −0.03314 | −0.03908 |
| cc-pVQZ | −0.06345 | −0.03173 | −0.03548 | −0.04090 |

Full configuration interaction (full CI) is complete within each basis. It leaves out relativity, nuclear motion and whatever the basis cannot describe. From cc-pVTZ to cc-pVQZ the dRPA energy still changes by 0.0045 hartree, so these are not basis-set limits.

In cc-pVQZ, dRPA gives $-1.73$ eV and RPA+SOSEX $-0.86$ eV, against $-1.11$ eV from full CI. Relative to full CI, dRPA yields 155 percent of the correlation energy, RPA+SOSEX 78 percent and MP2 87 percent. The correction turns an overestimate of 55 percent into an underestimate of 22 percent. For this atom and reference, MP2 is closer than RPA+SOSEX. These figures still move with the basis: in cc-pV5Z the three energies are $-1.78$, $-0.89$ and $-1.13$ eV and the three shares are 157, 79 and 88 percent, with the same ordering.

The proof did not use the origin of the orbitals. With PBE orbitals and orbital energies in cc-pVTZ, dRPA gives $-0.07476$ hartree and RPA+SOSEX $-0.03738$ hartree. The ratio is again one half, while both energies are 27 percent (26 percent in cc-pVQZ, where dRPA gives $-0.08007$ hartree) larger in magnitude than with the Hartree–Fock reference. Identity (9) fixes the ratio and leaves the reference dependence in place. It concerns the correlation energy; the mean-field part of the total energy is not halved.

### The coupling-strength variant

At each $\lambda$ the matrix $P_\lambda$ has the spin structure of $T$. It vanishes for the minus combinations and for spin-flip pairs, where $V=0$ gives $(X+Y)(X+Y)^T=\Delta^{1/2}\Delta^{-1}\Delta^{1/2}=1$, and its four spin blocks are equal. The counting above therefore applies under the integral, and $E_{\rm x}^{\rm AC}=-\frac12E_{\rm d}$ as well. For helium in cc-pVQZ the integral gives $0.031725$ hartree, the same as the amplitude formula.

### Where the factor one half is lost

**One electron.** With one occupied spin orbital, $(ib|ia)=(ia|ib)$ for every spin-conserving pair, and $E_{\rm x}=-E_{\rm d}$. The hydrogen atom in cc-pVDZ, with unrestricted Hartree–Fock orbitals and orbital energies, has $E_{\rm d}=-0.009613$ hartree, which SOSEX cancels. The value depends on the basis ($-0.01295$ hartree in cc-pVTZ, $-0.01396$ in cc-pVQZ); the cancellation does not. A single electron has no correlation energy, so the whole dRPA value was spurious.

**One electron per spin in different orbitals.** The equal-spin blocks cancel for the same reason, and the opposite-spin part of $E_{\rm d}$ remains. The four blocks are no longer equal, however, so this part need not be one half. For H$_2$ at 2.50 Å in cc-pVDZ, the spin-broken unrestricted Hartree–Fock determinant has $\langle S^2\rangle=0.98$, where a singlet has 0. Here dRPA gives $-0.019485$ hartree and RPA+SOSEX $-0.000200$ hartree, a ratio of 0.010 (0.015 in cc-pVTZ, where dRPA gives $-0.02629$ hartree). The restricted Hartree–Fock determinant at the same distance gives $-0.074413$ and $-0.037206$ hartree, in accord with (9).

**More than one pair.** In a restricted closed shell the amplitudes are still independent of spin. With spatial indices and $t_{ia,jb}$ for each spin block, the counting gives

$$
E_{\rm d}=2\sum_{ijab}(ia|jb)\,t_{ia,jb},\qquad E_{\rm x}=-\sum_{ijab}(ib|ja)\,t_{ia,jb}. \tag{12}
$$

Terms with $i=j$ have equal direct and exchanged integrals, as before. Terms with $i\ne j$ in general do not. They do when there is only one empty spatial orbital, since then $a=b$, and the ratio is again one half. It also approaches one half for well-separated pairs: two helium atoms 5 Å apart in cc-pVDZ give 0.500001. For the neon atom in cc-pVDZ, with a Hartree–Fock reference and all ten electrons correlated, $E_{\rm d}=-0.213591$ and $E_{\rm x}=0.070277$ hartree. SOSEX removes 33 percent of the dRPA energy, and the ratio is 0.671. The two SOSEX variants also separate: the coupling-strength form gives $0.070318$ hartree, larger than the amplitude value $0.070277$ hartree by 0.06 percent of the latter. These neon values are far from the basis-set limit: the ratio falls to 0.661 in cc-pVTZ and 0.647 in cc-pVQZ, where $E_{\rm d}=-0.4094$ hartree, and the difference between the variants is 0.13 percent in cc-pVTZ.

### Use in an implementation

Suppose a spin-adapted code stores $T_s=2t$. Equations (12) then read $E_{\rm d}=\sum(ia|jb)(T_s)_{ia,jb}$ and $E_{\rm x}=-\frac12\sum(ib|ja)(T_s)_{ia,jb}$. A helium run checks the relative factor and sign of these two lines in any basis with at least one empty orbital, to rounding error.

The derivation shows what such a run cannot detect. Any matrix $t$ common to the four spin blocks gives the ratio one half, so wrong amplitudes pass unnoticed. They should be checked through the residual of (10) and through the agreement of $2\,\mathrm{Tr}(vt)$ with the frequency sum. Nor does helium reveal the use of $(ia|jb)$ in place of $(ib|ja)$ in the spin-adapted exchange line, since $(1b|1a)=(1a|1b)$. That requires a system with at least two occupied and two empty spatial orbitals whose ratio is clearly different from one half, such as neon in cc-pVDZ.

The direct energy can also be checked without eigenvectors. With $g_a=\sqrt{2\delta_a/(\delta_a^2+\omega^2)}$ and $Q_{ab}=g_a\,2v_{ab}\,g_b$,

$$
E_{\rm d}=\int_0^\infty\frac{d\omega}{2\pi}\big[\ln\det(1+Q)-\mathrm{Tr}\,Q\big]. \tag{13}
$$

To see this, take the factors $(\delta_a^2+\omega^2)^{-1/2}$ out of the determinant on both sides. What remains is the determinant of $\omega^2+\delta^2+4\delta^{1/2}v\,\delta^{1/2}$, and so

$$
\det(1+Q)=\prod_n\frac{\Omega_n^2+\omega^2}{\delta_n^2+\omega^2}.
$$

The integral of $\ln[(\Omega^2+\omega^2)/(\delta^2+\omega^2)]/(2\pi)$ vanishes at $\Omega=\delta$. Its derivative with respect to $\Omega$ is $\int_0^\infty\frac{d\omega}{2\pi}\frac{2\Omega}{\Omega^2+\omega^2}=\frac12$, so it equals $\frac12(\Omega-\delta)$. By the same elementary integral, the trace term contributes $-\frac12\mathrm{Tr}(2v)$. The total is $\frac12[\sum_n\Omega_n-\sum_a\delta_a-2\,\mathrm{Tr}\,v]$, twice the right-hand side of (11). The numerical check compares this integral with the spin-orbital sum for each restricted two-electron case quoted here.

## Table of computed values

```
HELIUM, Hartree-Fock reference, energies in hartree
6-31g: orbitals = 2, E_HF = -2.855160
  dRPA = -0.018845, SOSEX = 0.009423
  RPA+SOSEX = -0.009423, ratio = 0.50000000
  MP2 = -0.011200, full CI = -0.015002
  orbital energies = -0.914127, 1.399859
  gap delta = 2.313986, integral v = 0.227670
  Omega = 2.731636, delta + 2v = 2.769327
  amplitude t = -0.041387 (no unit)
cc-pvdz: orbitals = 5, E_HF = -2.855160
  dRPA = -0.045346, SOSEX = 0.022673
  RPA+SOSEX = -0.022673, ratio = 0.50000000
  MP2 = -0.025828, full CI = -0.032434
cc-pvtz: orbitals = 14, E_HF = -2.861153
  dRPA = -0.058966, SOSEX = 0.029483
  RPA+SOSEX = -0.029483, ratio = 0.50000000
  MP2 = -0.033138, full CI = -0.039079
cc-pvqz: orbitals = 30, E_HF = -2.861514
  dRPA = -0.063450, SOSEX = 0.031725
  RPA+SOSEX = -0.031725, ratio = 0.50000000
  MP2 = -0.035478, full CI = -0.040897
HELIUM cc-pvqz, main results
  dRPA = -1.7266 eV
  RPA+SOSEX = -0.8633 eV
  full CI correlation = -1.1129 eV
  dRPA / full CI = 155.1 percent
  RPA+SOSEX / full CI = 77.6 percent
  MP2 / full CI = 86.8 percent
  coupling-integral SOSEX = 0.031725 hartree
HELIUM cc-pvtz, PBE orbitals and orbital energies
  dRPA = -0.074761 hartree
  RPA+SOSEX = -0.037381 hartree
H2 cc-pvdz, restricted Hartree-Fock
  R = 0.74 angstrom: dRPA = -0.044813, RPA+SOSEX = -0.022406 hartree
  R = 2.50 angstrom: dRPA = -0.074413, RPA+SOSEX = -0.037206 hartree
H2 cc-pvdz, R = 2.50 angstrom, spin-broken determinant
  <S^2> = 0.9777 (no unit)
  dRPA = -0.019485, RPA+SOSEX = -0.000200 hartree
  ratio = 0.0103
HYDROGEN ATOM cc-pvdz, one electron
  smallest gap, spin flips included = 0.572626 hartree
  dRPA = -0.009613, SOSEX = 0.009613 hartree
NEON ATOM cc-pvdz, ten electrons, all correlated
  dRPA = -0.213591, SOSEX = 0.070277 hartree
  coupling-integral SOSEX = 0.070318 hartree
  ratio (RPA+SOSEX)/dRPA = 0.6710
```
